Frequency Prefactors of Absorption and Emission and the Strickler-Berg Rate, part 2

The radiative rate k_r of an excited molecule is to be found from its absorption and emission spectra. In Hartree atomic units, ħ, the electron mass, the elementary charge and 4πε₀ are one, and the speed of light is c = 137.036. ω is angular frequency, n the refractive index, kT the thermal energy; local-field factors are set to one. The lower and upper electronic states are g and e, with vibrations in thermal equilibrium before each process. μ(Q) is the transition moment at nuclear coordinates Q.

The absorption cross section and the number of photons emitted per unit time and angular frequency are

σ(ω) = [4π²ω/(3nc)] L_abs(ω),
I(ω) = [4nω³/(3c³)] L_em(ω).

The lineshapes L_abs and L_em sum p_i |μ_fi|² over lines starting from g and e respectively, with vibrational states i and f, thermal weights p_i and μ_fi = ⟨f|μ(Q)|i⟩. By closure over f, their areas are the mean squares ⟨|μ|²⟩_g and ⟨|μ|²⟩_e.

A two-level molecule has emission rate k = 4nω³|μ_fi|²/(3c³) and absorption area ∫σ dω = 4π²ω|μ_fi|²/(3nc). The program checked these laws by summing over box modes and by driving the molecule with a weak pulse. A Gaussian line of standard deviation s about ω₀ raises the mean of ω³ by the relative amount 3s²/ω₀².

With R = ⟨|μ|²⟩_e/⟨|μ|²⟩_g and

⟨ω⁻³⟩⁻¹ = ∫I dω / ∫I ω⁻³ dω,

the rate is

k_r = R · [n²/(π²c²)] · ⟨ω⁻³⟩⁻¹ · ∫ σ(ω)/ω dω.

The Strickler-Berg rate, k_SB, is the same expression with R = 1. The Condon approximation (μ practically constant within each band) and the equal-moment assumption (the same magnitude in both bands) together give R = 1, but are not necessary for it. The question now is to show a case where R = 1 fails, with a number attached.

**A:** Take one vibration with a mass-weighted coordinate Q and a moment that keeps its direction and varies linearly:

μ(Q) = μ₀ + μ₁Q.

Let g be a harmonic oscillator of frequency Ω_g centred at Q = 0, and e one of frequency Ω_e centred at Q = d. In a thermal oscillator the mean of Q is its centre. For the spread, the Hamiltonian about the centre is P²/2 + Ω²Q²/2, and in level v the potential energy is half the total:

Ω²⟨Q²⟩_v/2 = Ω(v + ½)/2, so ⟨Q²⟩_v = (v + ½)/Ω.

The thermal mean of v is 1/[exp(Ω/kT) − 1], and adding ½ gives ½ coth(Ω/2kT). The variance is therefore

s_j = coth(Ω_j/2kT)/(2Ω_j), j = g or e.

In e, write Q = d + x with ⟨x⟩ = 0 and ⟨x²⟩ = s_e. Then

⟨(μ₀ + μ₁d + μ₁x)²⟩ = (μ₀ + μ₁d)² + μ₁²s_e,

because the cross term vanishes. The result for g follows with d = 0. Hence

R = [(μ₀ + μ₁d)² + μ₁²s_e]/[μ₀² + μ₁²s_g].

Choose Ω_g = 0.005 hartree, Ω_e = 0.004 hartree, d = 25, μ₀ = 1.5 and μ₁ = 0.01 in atomic units, and a temperature of 300 K. The moment is 1.5 at the minimum of g and 1.5 + 0.25 = 1.75 at the minimum of e. The mean squares are 2.260 and 3.075, so R = 1.361. The Strickler-Berg rate is then 1/1.361 = 0.735 of the true one, which is 27 percent too low relative to the true rate.

If the slope has the opposite sign, R = 0.697. The estimate is then 1/0.697 = 1.43 times the true rate, or 43 percent too high.

**Q:** Is that a failure of Condon or of equal moments?

**A:** For a linear moment the two cannot be fully separated, since one slope μ₁ causes both. For the value of R, however, almost all of the effect comes from unequal moments. Replace the moment in each band by its value at the minimum of the initial state, 1.5 and 1.75. Then R = (1.75/1.5)² = 1.3611, while the full calculation gives 1.3607. The spread of Q adds only μ₁²s_g = 0.0101 and μ₁²s_e = 0.0129 to the mean squares, which is 0.45 percent of 2.25 and 0.42 percent of 3.0625. Each correction is small beside the 36 percent excess of R over one. That they also nearly cancel in the ratio belongs to these parameters: for the opposite slope the moments at the minima give (1.25/1.5)² = 0.694 against the full 0.697. What matters for R in this example is the change of the moment between the two minima. This concerns R only. Condon does not hold line by line: the moments of individual lines vary along each band, as shown further below, and the 0-0 line, being one matrix element, has the same moment in absorption and in emission.

**Q:** And the claim that Condon is not necessary?

**A:** Set μ₀ = 0 and d = 0. The transition is forbidden at the common equilibrium geometry and borrows its whole strength from the vibration. A Condon treatment with the moment at that geometry would give no spectrum at all. The general formula becomes

R = s_e/s_g.

For equal frequencies this is one, and Strickler-Berg holds although Condon fails completely. For Ω_e = 0.004 and Ω_g = 0.005 hartree, R = 1.27: the softer upper oscillator spreads further from Q = 0 and samples larger moments. The program confirms R for all these cases by comparing sums over calculated lines with the closed formula.

**Q:** Then work through a case in which the assumptions do hold. I want to see the formula used on spectra, not on moments.

**A:** Keep the same oscillators and temperature, but set μ₁ = 0, so μ = 1.5 everywhere. Let the gap between the potential minima be 0.12 hartree and n = 1.4. The zero-point energies shift the 0-0 line, which joins the two lowest vibrational levels, to

ω₀₀ = 0.12 + (0.004 − 0.005)/2 = 0.1195 hartree.

The spectra are propagated in time, with a Gaussian standard deviation of 0.0005 hartree for each line. Absorption peaks at 0.1235 hartree, one upper-state quantum above ω₀₀. Emission peaks at 0.1145 hartree, one lower-state quantum below it. The two integrals needed are

∫σ/ω dω = 0.15433 a₀²,
⟨ω⁻³⟩⁻¹ = 1.4070 × 10⁻³ hartree³.

The prefactor is n²/(π²c²) = 1.96/(9.8696 · 137.036²) = 1.0575 × 10⁻⁵, and so

k_SB = 1.0575 × 10⁻⁵ · 1.4070 × 10⁻³ · 0.15433 = 2.296 × 10⁻⁹ atomic units.

This is 9.49 × 10⁷ s⁻¹, a radiative lifetime of 10.5 ns. The golden-rule sum over lines also gives 2.296 × 10⁻⁹ atomic units.

The two differ by 6.0 × 10⁻⁵ relative to the line sum. This is again the effect of line width on a mean cube. The cube root of ⟨ω⁻³⟩⁻¹ is 0.112 hartree, and 3 · (0.0005/0.112)² = 6.0 × 10⁻⁵.

**Q:** The average ⟨ω⁻³⟩⁻¹ looks contrived. Why not take the mean emission frequency and cube it?

**A:** Insert I ∝ ω³L_em into the definition:

⟨ω⁻³⟩⁻¹ = ∫ω³ L_em dω / ∫L_em dω.

It is the ordinary mean of ω³ over the lineshape. The inverse powers appear because the measured spectrum already contains ω³, which has to be divided out to recover the weights.

The cube of the mean photon frequency is larger. The function ω⁻³ is convex for positive ω, so its mean is at least its value at the mean:

⟨ω⁻³⟩ ≥ ⟨ω⟩⁻³, hence ⟨ω⁻³⟩⁻¹ ≤ ⟨ω⟩³,

with both averages taken over the photon spectrum I. In the example the mean is 0.11288 hartree, and its cube gives a rate 2.2 percent above the true one. For a narrow band the two agree.

**Q:** And if I use the power spectrum by mistake?

**A:** Then I is replaced by ωI in both integrals, and the average becomes

∫ω⁴ L_em dω / ∫ω L_em dω.

Write ⟨ ⟩_L for the mean over the lineshape L_em. The wrong average is ⟨ω⁴⟩_L/⟨ω⟩_L and the right one is ⟨ω³⟩_L. To compare them, let ω and ω′ be drawn independently from L_em. Then

⟨(ω − ω′)(ω³ − ω′³)⟩ = 2⟨ω⁴⟩_L − 2⟨ω⟩_L⟨ω³⟩_L ≥ 0,

since the two brackets on the left have the same sign. The wrong average is therefore never smaller than the right one. Here it raises the rate by 1.1 percent.

**Q:** These are small corrections. Could I skip the emission spectrum and use the absorption frequency in the two-level formula?

**A:** That costs much more in this example. The centroid of σ/ω is 0.12455 hartree. With the moment known, the two-level rate at that frequency stands to the true rate as the cubes of the frequencies:

0.12455³/(1.407 × 10⁻³) = 1.37.

The rate is 37 percent too high relative to the true one. The molecule relaxes after absorption and emits at lower frequency, and the third power magnifies the shift. The two factors in the Strickler-Berg formula have separate roles: absorption supplies the squared moment, and emission supplies the cubed frequency.

**Q:** My spectrometer gives molar absorptivity against wavenumber. What changes?

**A:** The units do, and nothing else. The rate formula contains frequencies, an area and c in a combination that has the dimension of inverse time, (s⁻³)(cm²)/(cm² s⁻²) = s⁻¹, so it holds as written in centimetres and seconds.

Let ν̃ be the wavenumber in cm⁻¹, with ω = 2πcν̃. Then dω/ω = dν̃/ν̃, and ⟨ω⁻³⟩⁻¹ = (2πc)³⟨ν̃⁻³⟩⁻¹. The prefactor becomes

n²(2πc)³/(π²c²) = 8πc n².

For the cross section, let ε be the molar absorptivity in L mol⁻¹ cm⁻¹, M the concentration in mol L⁻¹ and l the path length in cm. The transmitted fraction can be written in two ways,

10^(−εMl) = exp(−σ N_A M l/1000),

where N_A is the Avogadro constant and N_A M/1000 is the number of molecules per cm³. Taking logarithms gives σ = 1000 ln(10) ε/N_A in cm². With R = 1,

k_SB = K n² ⟨ν̃⁻³⟩⁻¹ ∫ ε/ν̃ dν̃,
K = 8πc · 1000 ln(10)/N_A = 2.881 × 10⁻⁹ mol cm⁴ L⁻¹ s⁻¹.

The program converts the example spectra to these units and recovers the same rate. The integral over ε must cover the one electronic transition that emits. If another band overlaps it, its area would be counted as radiative strength that the emitting state does not have.

**Q:** I have been told to compare absorption and emission as mirror images. Which spectra should be mirrored?

**A:** In this model, the ones divided by their prefactors, σ/ω and I/ω³, provided that Ω_g = Ω_e = Ω and that μ is constant. The reflection Q → d − Q exchanges the two wells. It therefore turns the overlap between level v of g and level v′ of e into that between level v of e and level v′ of g, up to a sign. The absorption line from v to v′ lies at ω₀₀ + (v′ − v)Ω, and the emission line from v to v′ lies at ω₀₀ − (v′ − v)Ω. Their thermal weights and squared overlaps are equal, so

L_abs(ω₀₀ + x) = L_em(ω₀₀ − x).

To measure departures, scale both spectra to unit peak height, reflect one about ω₀₀ and take the largest difference. With both frequencies at 0.005 hartree, this mismatch is zero to the four decimals printed for the reduced spectra and 0.13 for the raw σ and I. The prefactors alone spoil the symmetry. A constant moment is sufficient for the mirror but not necessary: for μ₀ = −μ₁d/2 the reflection turns μ(Q) into −μ(Q), and the reduced spectra mirror each other just as well.

**Q:** With unequal frequencies the reduced mismatch is 0.89. That seems absurd for a change from 0.005 to 0.004 hartree.

**A:** It reflects narrow lines that miss each other. The strongest absorption line lies 0.004 hartree above ω₀₀. The strongest emission line, once reflected, lies 0.005 above it. They are 0.001 hartree apart, which is two standard deviations. With x measured in standard deviations outward from one peak, the difference between two Gaussians of unit height at that separation is exp(−x²/2) − exp(−(x + 2)²/2). Its derivative vanishes where x exp(−x²/2) = (x + 2) exp(−(x + 2)²/2), which holds near x = 0.2, where both sides are 0.196. There the difference is 0.980 − 0.089 = 0.89. The number therefore measures the offset of two narrow lines and says little about how the envelopes of the bands compare. The envelopes are not mirror images either: the centroid of L_abs lies 0.0050 hartree above ω₀₀, while that of L_em lies 0.0079 hartree below it, and with lines of standard deviation 0.003 hartree the reduced mismatch is still 0.31.

**Q:** One more oddity. With equal frequencies and a rising moment, the raw spectra mirror each other better than the reduced ones, 0.022 against 0.161. Does that not contradict what you said?

**A:** It does not, because the moment is no longer constant. But the better agreement of the raw spectra needs an explanation, and it can be derived for the lowest initial level, which holds nearly all the population here.

Let a_g and a_e be the lowering operators of the two wells. From Q = (a_g + a_g†)/√(2Ω) and Q − d = (a_e + a_e†)/√(2Ω) one has a_g + a_g† = a_e + a_e† + √(2Ω) d. The momentum is the same operator for both wells, so a_g − a_g† = a_e − a_e†. Adding the two relations and halving gives

a_g = a_e + √S, S = Ωd²/2.

The lowest state of g, written |0_g⟩, obeys a_g|0_g⟩ = 0, so a_e|0_g⟩ = −√S|0_g⟩. Let b_v = ⟨v_e|0_g⟩ be its overlap with level v of e. Taking the product of this equation with level v − 1 gives √v b_v = −√S b_(v−1), or b_(v−1) = −√(v/S) b_v. Then

⟨v_e|Q|0_g⟩ = d b_v + [−√S b_v + √v b_(v−1)]/√(2Ω)
            = b_v [d − √(S/2Ω) − v/√(2ΩS)]
            = b_v [d/2 − v/(Ωd)],

since √(S/2Ω) = d/2 and √(2ΩS) = Ωd. The effective moment of the absorption line ending in level v is therefore

μ₀ + μ₁[d/2 − v/(Ωd)].

For emission, the reflection Q → d − Q turns the bracket into d − [d/2 − v/(Ωd)], so the effective moment is

μ₀ + μ₁[d/2 + v/(Ωd)].

With μ₀, μ₁ and d all positive, absorption lines weaken along the progression and emission lines strengthen, relative to a constant moment, as long as the effective moments stay positive.

Now insert the numbers. The common part is 1.5 + 0.125 = 1.625, and the change per quantum is 0.01/(0.005 · 25) = 0.08, or 4.9 percent of the common part. In the ratio of absorption to reflected emission the moments enter squared and with opposite changes, which lowers the ratio by about 4 · 4.9 = 20 percent per quantum. The prefactors ω and ω³ change the raw ratio by the factor (1 + vΩ/ω₀₀)/(1 − vΩ/ω₀₀)³, which raises it by about 4 · 0.005/0.12 = 17 percent per quantum. Both figures are to leading order in v. The two effects nearly cancel in the raw spectra, and dividing out the prefactors removes one of them and exposes the other.

The cancellation belongs to these parameters. A falling moment changes the sign of the first effect, and the two would then add. A good mirror image of raw spectra is therefore no evidence that the moment is constant: in this very case the moment rises from 1.5 to 1.75 between the minima.

**Q:** If I measure a radiative rate and it disagrees with Strickler-Berg, what have I learned?

**A:** If the other assumptions hold, the ratio of the measured rate to the estimate is R, the ratio of the mean-square moments in the two states. The measured rate must be the radiative one. An excited state that also decays without light at a rate k_nr has the lifetime 1/(k_r + k_nr), and the fraction of molecules that emit is k_r/(k_r + k_nr). Dividing this fraction by the lifetime gives k_r.

A ratio of measured to estimated rate different from one can mean that the moment changes between the two geometries, as in the model above. It can also mean that an assumption made earlier has failed: that the absorption band contains a second electronic transition, or that the local field differs between the two bands. The ratio alone does not tell these apart.

Emission before the vibrations relax is a different matter. It changes the weights p_i in e, but closure holds for each initial level separately. With a constant moment the ratio therefore stays at one, provided that the emission spectrum and the rate belong to the same vibrational population. Incomplete relaxation changes the ratio only if the moment varies with Q.

Computed values

```
speed of light c = 137.0360 au
gap between minima = 0.12 Eh
vibration, ground = 0.005 Eh
vibration, excited = 0.004 Eh
displacement = 25.0 sqrt(me)*a0
transition moment mu0 = 1.5 e*a0
moment slope mu1 = 0.01 e/sqrt(me)
refractive index = 1.4 (no unit)
temperature = 300.0 K, kT = 9.5004e-04 Eh
line standard deviation = 0.0005 Eh
two-level tests, moment 1.5 e*a0:
 w=0.06 Eh, n=1.0: rate, box modes 2.5211e-10, law 2.5181e-10 au
   sigma area, driven 0.01296, law 0.01296 a0^2*Eh
 w=0.12 Eh, n=1.0: rate, box modes 2.0151e-09, law 2.0145e-09 au
   sigma area, driven 0.02593, law 0.02593 a0^2*Eh
 w=0.12 Eh, n=1.4: rate, box modes 2.8207e-09, law 2.8203e-09 au
   sigma area, driven 0.01852, law 0.01852 a0^2*Eh
worked example, constant moment:
 0-0 frequency = 0.1195 Eh
 absorption peak = 0.1235 Eh
 peak cross section = 5.787 a0^2
 emission peak = 0.1145 Eh
 integral sigma/w dw = 0.15433 a0^2
 <w^-3>^-1 = 1.40700e-03 Eh^3
 its cube root = 0.11206 Eh
 rate, Strickler-Berg = 2.29636e-09 au
 rate, sum over lines = 2.29622e-09 au
 relative difference = 6.0e-05 (no unit)
 rate, Strickler-Berg = 9.4935e+07 1/s
 radiative lifetime = 10.534 ns
 lab prefactor = 2.8809e-09 mol*cm^4/(L*s)
 centroid of sigma/w = 0.12455 Eh
 mean photon frequency = 0.11288 Eh
shortcut rate / true rate (no unit):
 two-level at absorption centroid: 1.3731
 cube of mean photon frequency: 1.0223
 power spectrum used as photons: 1.0114
<mu^2>_g, <mu^2>_e in (e*a0)^2; R = true/SB (no unit):
 constant: 2.25000, 2.25000; R = 1.0000
 rising: 2.26010, 3.07538; R = 1.3607
 falling: 2.26010, 1.57538; R = 0.6970
 forbidden: 0.01010, 0.01288; R = 1.2744
 forbidden, equal freq.: 0.01010, 0.01010; R = 1.0000
 rising, moments at minima only: R = 1.3611
mirror mismatch / peak (no unit), reduced and raw:
 equal freq., constant mu: 0.0000, 0.1307
 unequal freq., constant mu: 0.8914, 0.8880
 equal freq., rising mu: 0.1610, 0.0224
```
